# Kittel's two-sublattice antiferroelectric: zero-field order, susceptibility and field-induced polar state: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Two-sublattice (Kittel) antiferroelectric: minima, susceptibility, energy loop.

G = f(Pa^2+Pb^2) + g Pa Pb + h(Pa^4+Pb^4) - E(Pa+Pb),  g > 0, h > 0.
Pa, Pb: sublattice polarizations per total volume (C/m^2); P = Pa+Pb.
Claims: for f < g/2 the zero-field state is Pa = -Pb = sqrt((g-2f)/(4h)) with
susceptibility 1/(2(g-f)); the polar state Pa = Pb is stable for
P > sqrt((g-2f)/(3h)); the switching is hysteretic only for f < g/3.
Internal units: E in GV/m, P in C/m^2, energy density in GJ/m^3.
The claims are tested against all minima found directly in (Pa, Pb).
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq


def energy(state, f, g, h, E):
    a, b = state
    return f*(a*a + b*b) + g*a*b + h*(a**4 + b**4) - E*(a + b)


def minima(f, g, h, E):
    """All local minima: eliminate Pb, solve the degree-9 polynomial in Pa."""
    x = np.poly1d([1.0, 0.0])
    pb = (E - 2*f*x - 4*h*x**3) / g
    roots = (2*f*pb + g*x + 4*h*pb**3 - E).roots
    found = []
    for r in roots:
        if abs(r.imag) < 1e-7:
            a = float(r.real)
            b = float(pb(a))
            haa, hbb = 2*f + 12*h*a*a, 2*f + 12*h*b*b
            if haa + hbb > 0 and haa*hbb - g*g > 0:
                found.append((a, b))
    return found


def most_polar(states):
    return max(states, key=lambda s: s[0] + s[1])


def most_antipolar(states):
    return max(states, key=lambda s: abs(s[0] - s[1]))


f, g, h, E_max = -0.2, 1.0, 20.0, 0.3

# Zero-field states
p_sub = np.sqrt((g - 2*f) / (4*h))
depth = (g - 2*f)**2 / (8*h)
zero = minima(f, g, h, 0.0)
assert len(zero) == 2
for s in zero:
    assert abs(abs(s[0]) - p_sub) < 1e-8 and abs(s[0] + s[1]) < 1e-8
    assert abs(energy(s, f, g, h, 0.0) + depth) < 1e-9
para = minima(0.6, g, h, 0.0)
assert len(para) == 1 and abs(para[0][0]) < 1e-9
assert all(abs(a + b) < 1e-7 for a, b in minima(-0.9, g, h, 0.0))
f_rem = -1.2
remanent = minima(f_rem, g, h, 0.0)
polar0, anti0 = most_polar(remanent), most_antipolar(remanent)
assert abs(sum(polar0) - np.sqrt(-(2*f_rem + g)/h)) < 1e-7
assert energy(polar0, f_rem, g, h, 0) > energy(anti0, f_rem, g, h, 0) + 1e-3


# Susceptibility from the response of the lowest minimum to a small field
def chi_numeric(ff):
    d = 1e-4
    s = min(minima(ff, g, h, d), key=lambda q: energy(q, ff, g, h, d))
    return sum(s) / d


def chi_formula(ff):
    return 1/(ff + g/2) if ff > g/2 else 1/(2*(g - ff))


for ff in (-0.6, f, 0.2, 0.45, 0.55, 0.8):
    assert abs(chi_numeric(ff)/chi_formula(ff) - 1) < 1e-4
slope_below = (chi_numeric(0.495) - chi_numeric(0.490)) / 0.005
slope_above = (chi_numeric(0.510) - chi_numeric(0.505)) / 0.005
# finite distance from the cusp shifts the ratio by about two per cent
assert abs(slope_below/slope_above + 2) < 0.06


# Branches, stability limits and landing points
def field_anti(P):
    return 2*(g - f)*P - 4*h*P**3


def field_polar(P):
    return (f + g/2)*P + h*P**3/2


def polar_solution(E):
    a = f + g/2
    arg = 3*E/(2*a)*np.sqrt(3*h/(2*a))
    return 2*np.sqrt(2*a/(3*h))*np.sinh(np.arcsinh(arg)/3)


P_s = np.sqrt((g - f)/(6*h))
P_c = np.sqrt((g - 2*f)/(3*h))
E_f = 4/3*(g - f)*P_s
E_b = 2/3*(g + f)*P_c
P_1 = (np.sqrt(g/h) - P_c)/2
P_2 = polar_solution(E_f)
P_m = polar_solution(E_max)
land_down = most_antipolar(minima(f, g, h, E_b))
land_up = most_polar(minima(f, g, h, E_f))
assert abs(sum(land_down) - P_1) < 1e-7
assert abs(sum(land_up) - P_2) < 1e-7
assert abs(sum(most_polar(minima(f, g, h, E_max))) - P_m) < 1e-7
for E in (0.04, 0.10, 0.14):
    a, b = most_antipolar(minima(f, g, h, E))
    assert abs(field_anti(a + b) - E) < 1e-7
    assert abs((a - b)**2 - ((g - 2*f)/h - 3*(a + b)**2)) < 1e-7


# Boundary between continuous and hysteretic switching
def largest_spread(ff, fields):
    spreads = []
    for E in fields:
        totals = [a + b for a, b in minima(ff, g, h, E)]
        spreads.append(max(totals) - min(totals))
    return max(spreads)


assert largest_spread(0.36, np.linspace(0.001, 0.2, 400)) < 1e-4
assert largest_spread(0.30, [0.0710]) > 1e-3

# Quasi-static cycle: stay in the occupied minimum until it disappears
step_count = 3000
up = np.linspace(0, E_max, step_count + 1)
dE = up[1]
state = (p_sub, -p_sub)
paths = []
for fields in (up, up[::-1]):
    totals = []
    for E in fields:
        old = state
        state = min(minima(f, g, h, E),
                    key=lambda s: (s[0]-old[0])**2 + (s[1]-old[1])**2)
        totals.append(state[0] + state[1])
    paths.append(np.array(totals))
P_up, P_down = paths
k_up = int(np.argmax(np.diff(P_up)))
k_down = int(np.argmin(np.diff(P_down)))
E_f_swept = (up[k_up] + up[k_up + 1])/2
E_b_swept = (up[::-1][k_down] + up[::-1][k_down + 1])/2
assert abs(E_f_swept - E_f) < 2*dE and abs(E_b_swept - E_b) < 2*dE
assert abs(P_down[-1]) < 1e-7


def work(E, P):
    return float(np.sum((E[1:] + E[:-1])/2*np.diff(P)))


W_in_swept = work(up, P_up)
W_rec_swept = -work(up[::-1], P_down)


def W_anti(P):
    return (g - f)*P**2 - h*P**4


def W_polar(P):
    return (2*f + g)*P**2/4 + h*P**4/8 + (g - 2*f)**2/(8*h)


part_polar = W_polar(P_m) - W_polar(P_c)
part_jump = E_b*(P_c - P_1)
part_anti = W_anti(P_1)
W_rec = part_polar + part_jump + part_anti
W_in = W_anti(P_s) + E_f*(P_2 - P_s) + W_polar(P_m) - W_polar(P_2)
loss = W_in - W_rec
# each jump is smeared over one field step in the swept integral
assert abs(W_rec_swept/W_rec - 1) < 2e-3
assert abs(W_in_swept/W_in - 1) < 2e-3

# Loss equals the drops of G at the two jumps, from G in (Pa, Pb)
A_s = np.sqrt((g - 2*f)/h - 3*P_s**2)
before_up = ((P_s + A_s)/2, (P_s - A_s)/2)
drop_up = energy(before_up, f, g, h, E_f) - energy(land_up, f, g, h, E_f)
drop_down = (energy((P_c/2, P_c/2), f, g, h, E_b)
             - energy(land_down, f, g, h, E_b))
assert drop_up > 0 and drop_down > 0
assert abs(drop_up + drop_down - loss) < 1e-8


# Equilibrium switching field: equal G, tested by the equal-area rule
def gap(E):
    ms = minima(f, g, h, E)
    return (energy(most_polar(ms), f, g, h, E)
            - energy(most_antipolar(ms), f, g, h, E))


E_t = brentq(gap, 1.001*E_b, 0.999*E_f, xtol=1e-12)
ms = minima(f, g, h, E_t)
P_ta, P_tp = sum(most_antipolar(ms)), sum(most_polar(ms))
area = (quad(lambda P: field_anti(P) - E_t, P_ta, P_c)[0]
        + quad(lambda P: field_polar(P) - E_t, P_c, P_tp)[0])
assert abs(area) < 1e-8

rows = [
    ("f", f, "10^9 V m/C"), ("g", g, "10^9 V m/C"),
    ("h", h, "10^9 V m^5/C^3"), ("maximum field", 1e3*E_max, "MV/m"),
    ("zero-field |Pa| = |Pb|", p_sub, "C/m^2"),
    ("antipolar energy gain", 1e3*depth, "MJ/m^3"),
    ("zero-field chi/epsilon_0", chi_formula(f)/(1e9*epsilon_0), "(none)"),
    ("chi/epsilon_0 at f = g/2", 1/(g*1e9*epsilon_0), "(none)"),
    ("slope ratio of chi near cusp", slope_below/slope_above, "(none)"),
    ("Ps, antipolar limit", P_s, "C/m^2"),
    ("Pc, polar limit", P_c, "C/m^2"),
    ("Ef, forward field", 1e3*E_f, "MV/m"),
    ("Ef from swept cycle", 1e3*E_f_swept, "MV/m"),
    ("Eb, return field", 1e3*E_b, "MV/m"),
    ("Eb from swept cycle", 1e3*E_b_swept, "MV/m"),
    ("field step of swept cycle", 1e3*dE, "MV/m"),
    ("equilibrium switching field", 1e3*E_t, "MV/m"),
    ("P antipolar at equilibrium field", P_ta, "C/m^2"),
    ("P polar at equilibrium field", P_tp, "C/m^2"),
    ("P2, landing after forward jump", P_2, "C/m^2"),
    ("P1, landing after return jump", P_1, "C/m^2"),
    ("Pm, P at maximum field", P_m, "C/m^2"),
    ("recovered on polar branch", 1e3*part_polar, "MJ/m^3"),
    ("recovered in return jump", 1e3*part_jump, "MJ/m^3"),
    ("recovered on antipolar branch", 1e3*part_anti, "MJ/m^3"),
    ("recovered energy, formula", 1e3*W_rec, "MJ/m^3"),
    ("recovered energy, swept", 1e3*W_rec_swept, "MJ/m^3"),
    ("charging energy, formula", 1e3*W_in, "MJ/m^3"),
    ("charging energy, swept", 1e3*W_in_swept, "MJ/m^3"),
    ("G drop in forward jump", 1e3*drop_up, "MJ/m^3"),
    ("G drop in return jump", 1e3*drop_down, "MJ/m^3"),
    ("loss per half cycle", 1e3*loss, "MJ/m^3"),
    ("efficiency", 100*W_rec/W_in, "percent"),
]
for label, value, unit in rows:
    print(f"{label}: {value:.5g} {unit}")
print("done: every assertion held")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 107, in <module>
    land_down = most_antipolar(minima(f, g, h, E_b))
                               ^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 25, in minima
    pb = (E - 2*f*x - 4*h*x**3) / g
          ~~~~~~~~~~^~~~~~~~~~
ValueError: operands could not be broadcast together with shapes (2,) (4,)
```

Likely cause: The fault was in the program, not in the physics. The return field reached the root finder as a NumPy scalar, and NumPy then treated the subtraction "number minus polynomial" as arithmetic on coefficient arrays of different lengths, which stopped the run. The field is now converted to an ordinary Python float before the polynomial is formed. No tested quantity or tolerance has changed; one printed label now reads "loss per charge-discharge cycle", because the loss belongs to one full charge and discharge.

The change:

```diff
@@ -22,4 +22,5 @@
 def minima(f, g, h, E):
     """All local minima: eliminate Pb, solve the degree-9 polynomial in Pa."""
+    E = float(E)  # a NumPy scalar would not combine correctly with poly1d
     x = np.poly1d([1.0, 0.0])
     pb = (E - 2*f*x - 4*h*x**3) / g
@@ -231,5 +232,5 @@
     ("G drop in forward jump", 1e3*drop_up, "MJ/m^3"),
     ("G drop in return jump", 1e3*drop_down, "MJ/m^3"),
-    ("loss per half cycle", 1e3*loss, "MJ/m^3"),
+    ("loss per charge-discharge cycle", 1e3*loss, "MJ/m^3"),
     ("efficiency", 100*W_rec/W_in, "percent"),
 ]
```

After the repair:

```
f: -0.2 10^9 V m/C
g: 1 10^9 V m/C
h: 20 10^9 V m^5/C^3
maximum field: 300 MV/m
zero-field |Pa| = |Pb|: 0.13229 C/m^2
antipolar energy gain: 12.25 MJ/m^3
zero-field chi/epsilon_0: 47.059 (none)
chi/epsilon_0 at f = g/2: 112.94 (none)
slope ratio of chi near cusp: -1.9706 (none)
Ps, antipolar limit: 0.1 C/m^2
Pc, polar limit: 0.15275 C/m^2
Ef, forward field: 160 MV/m
Ef from swept cycle: 160.05 MV/m
Eb, return field: 81.468 MV/m
Eb from swept cycle: 81.45 MV/m
field step of swept cycle: 0.1 MV/m
equilibrium switching field: 129.69 MV/m
P antipolar at equilibrium field: 0.061967 C/m^2
P polar at equilibrium field: 0.19293 C/m^2
P2, landing after forward jump: 0.21268 C/m^2
P1, landing after return jump: 0.035427 C/m^2
Pm, P at maximum field: 0.27867 C/m^2
recovered on polar branch: 21.863 MJ/m^3
recovered in return jump: 9.5583 MJ/m^3
recovered on antipolar branch: 1.4746 MJ/m^3
recovered energy, formula: 32.896 MJ/m^3
recovered energy, swept: 32.894 MJ/m^3
charging energy, formula: 42.853 MJ/m^3
charging energy, swept: 42.859 MJ/m^3
G drop in forward jump: 3.8789 MJ/m^3
G drop in return jump: 6.0783 MJ/m^3
loss per charge-discharge cycle: 9.9571 MJ/m^3
efficiency: 76.764 percent
done: every assertion held
```
